\section*{Orbital quenching: from linear to quadratic Zeeman response of a p electron}

\section{The error made by keeping the free-ion moment}

Give a p electron in a crystal the orbital moment it has in the free ion. In a field of 10 T its lowest level should then fall by $\mu_B B=0.579$ meV, in proportion to $B$ and equally for every field direction. In the spinless model below, with a crystal-field splitting of 100 meV, the orbital Zeeman term lowers the level by only 0.00335 meV when the field lies along $z$. The estimate is too large by a factor of about 170. It also has the wrong power of $B$ and the wrong dependence on direction.

To find the cause, separate the terms in the Hamiltonian. The electron has charge $-e$, and the uniform field is described by $\mathbf A=\tfrac12\mathbf B\times\mathbf r$, with the nucleus at the origin. Because $\nabla\cdot\mathbf A=0$, $\mathbf p\cdot\mathbf A=\mathbf A\cdot\mathbf p$, and
\begin{align}
H&=\frac{(\mathbf p+e\mathbf A)^2}{2m}+V
 =H_0+\frac{e}{m}\mathbf A\cdot\mathbf p+\frac{e^2A^2}{2m}\nonumber\\
&=H_0+\frac{\mu_B}{\hbar}\,\mathbf B\cdot\mathbf L
 +\frac{e^2}{8m}|\mathbf B\times\mathbf r|^2 ,
\qquad \mu_B=\frac{e\hbar}{2m}.
\label{eq:H}
\end{align}
The last line uses $(\mathbf B\times\mathbf r)\cdot\mathbf p=\mathbf B\cdot(\mathbf r\times\mathbf p)$. Here $H_0=p^2/2m+V(\mathbf r)$, with $V$ real and local. Spin--orbit coupling is neglected, so the spin Zeeman energy is a separate additive term and is left out. The second term of (\ref{eq:H}) is the orbital Zeeman term $H_Z$; the third is diamagnetic.

\section{The first-order contribution}

Let $H_0\psi=E\psi$ be a bound, nondegenerate level. Complex conjugation gives $H_0\psi^*=E\psi^*$, since $H_0$ is real. Nondegeneracy requires $\psi^*$ to be a multiple of $\psi$, and equal norms make the factor a phase: $\psi^*=e^{i\theta}\psi$. Define $\varphi=e^{i\theta/2}\psi$. Then
\begin{equation}
\varphi^*=e^{-i\theta/2}\psi^*=e^{i\theta/2}\psi=\varphi ,
\end{equation}
so the state is real up to a constant phase, which does not affect expectation values. Therefore
\begin{equation}
\langle\mathbf L\rangle=-i\hbar\int\varphi\,(\mathbf r\times\nabla\varphi)\,d^3r .
\end{equation}
The integral is real, so $\langle\mathbf L\rangle$ is imaginary. It is also real, because $\mathbf L$ is Hermitian. Hence $\langle\mathbf L\rangle=0$, and the first-order energy $\mu_B\mathbf B\cdot\langle\mathbf L\rangle/\hbar$ vanishes. Physically, the zero-field probability current $(\hbar/m)\,\mathrm{Im}(\varphi^*\nabla\varphi)$ is zero: a standing wave has no circulation for the field to act on.

Both hypotheses matter. Reality alone gives $\langle\mathbf L\rangle=0$, but in a degenerate level the field may select complex combinations of real states. First-order theory then requires the whole matrix of $\mathbf B\cdot\mathbf L$ within the level. In the free p shell this matrix is nonzero, although $p_x$ itself has $\langle\mathbf L\rangle=0$.

The matrix can also vanish in a degenerate level. Take the d states $|0\rangle$ and $(|2\rangle+|{-2}\rangle)/\sqrt2$, labelled by $m$; they are proportional to $3z^2-r^2$ and $x^2-y^2$. In a cubic crystal field they form a complete level of the d shell. They are even under a half-turn about each axis, whereas each of $xy$, $yz$, $zx$ is odd under two of these half-turns. A cubic field is unchanged by all three, so it does not couple the two sets. A nondegenerate state within the pair would be real and would be carried into plus or minus itself by the cyclic permutation of $x,y,z$; that permutation mixes the two functions and leaves no real combination fixed up to sign, so the pair is degenerate. The mean of $L_z$ is zero in each and $L_z$ does not connect them. $L_x$ and $L_y$ change $m$ by one, so they have no elements within the pair. Nondegeneracy is thus sufficient for quenching, but not necessary.

Nor is nondegeneracy enough if $H_0$ is not real. In the numerical check, a particle on a sphere in a real potential without symmetry is described in the 16 spherical harmonics with $l\le3$; every $|\langle L_k\rangle|$ is below $10^{-9}\hbar$ in the 16 nondegenerate eigenstates of this matrix. Adding the term $0.5L_z/\hbar$, in the energy unit $\hbar^2/2I$ of the rotor ($I$ is its moment of inertia), leaves the levels nondegenerate but produces means up to $2.37\hbar$. The figure depends on the truncation (about $2.2\hbar$ with $l\le4$) and on the coefficient (about $0.3\hbar$ for 0.001 with $l\le3$).

\section{The crystal-field contribution}

\subsection{Angular momentum in the p shell}

Write $p_j=x_jf(r)$ and $L_k=-i\hbar\,\epsilon_{kab}x_a\partial_b$, with repeated indices summed. Since $\partial_b(x_jf)=\delta_{bj}f+x_jx_bf'/r$ and $\epsilon_{kab}x_ax_b=0$, the derivative of $f$ drops out:
\begin{equation}
L_kp_j=-i\hbar\,\epsilon_{kaj}\,p_a .
\end{equation}
In particular,
\begin{equation}
L_zp_x=i\hbar p_y,\qquad L_zp_y=-i\hbar p_x,\qquad
L_yp_x=-i\hbar p_z,\qquad L_xp_x=0 .
\label{eq:Lp}
\end{equation}
The means vanish, but the angular momentum does not. The norms of the vectors in (\ref{eq:Lp}) give $\langle L_z^2\rangle=\langle L_y^2\rangle=\hbar^2$ and $\langle L_x^2\rangle=0$ in $p_x$, so $\langle L^2\rangle=2\hbar^2$. What is quenched is the mean vector.

\subsection{Splitting of the levels}

For distant charges with orthorhombic symmetry, the quadratic part of the potential energy has no cross terms and satisfies Laplace's equation:
\begin{equation}
V_c=ax^2+by^2-(a+b)z^2 .
\end{equation}
The model keeps one p shell and neglects its mixing with other shells. For a unit vector $\mathbf n$, the angular averages are $\overline{n_x^2}=1/3$ and $\overline{n_x^4}=1/5$. Averaging $n_x^2(n_x^2+n_y^2+n_z^2)=n_x^2$ then gives $\overline{n_x^2n_y^2}=1/15$. In $p_x$, therefore,
\begin{equation}
\langle x^2\rangle=\tfrac{1/5}{1/3}\langle r^2\rangle=\tfrac35\langle r^2\rangle,
\qquad
\langle y^2\rangle=\langle z^2\rangle=\tfrac{1/15}{1/3}\langle r^2\rangle
=\tfrac15\langle r^2\rangle .
\label{eq:av}
\end{equation}
It follows that
\begin{align}
E_x&=\tfrac15\langle r^2\rangle[3a+b-(a+b)]=\tfrac25a\langle r^2\rangle,\nonumber\\
E_y&=\tfrac15\langle r^2\rangle[a+3b-(a+b)]=\tfrac25b\langle r^2\rangle,\\
E_z&=\tfrac15\langle r^2\rangle[a+b-3(a+b)]=-\tfrac25(a+b)\langle r^2\rangle.\nonumber
\end{align}
Off-diagonal elements vanish because their integrands are odd in two coordinates.

Take $f\propto e^{-\zeta r}$ with $\zeta=1.5/a_0$. Then
\begin{equation}
\langle r^2\rangle=\frac{\int_0^\infty r^6e^{-2\zeta r}dr}{\int_0^\infty r^4e^{-2\zeta r}dr}
=\frac{6!}{4!\,(2\zeta)^2}=\frac{7.5}{\zeta^2}=3.333\,a_0^2 .
\end{equation}
With $a=-1$ and $b=-0.25$ meV$/a_0^2$, the energies are $E_x=-1.333$, $E_y=-0.333$ and $E_z=1.667$ meV. The lowest state is $p_x$, and the splittings are $\Delta_y=E_y-E_x=1$ meV and $\Delta_z=E_z-E_x=3$ meV. Multiplying $V_c$ by a common factor scales both.

\subsection{The torque of the crystal}

For $\psi=c_xp_x+c_yp_y$, equation (\ref{eq:Lp}) gives
\begin{equation}
\langle L_z\rangle=-i\hbar(c_x^*c_y-c_y^*c_x)=2\hbar\,\mathrm{Im}(c_x^*c_y).
\label{eq:mean}
\end{equation}
Release the circulating state $(p_x+ip_y)/\sqrt2$ in the crystal at zero magnetic field. The relative phase evolves at the rate $\Delta_y/\hbar$, so $c_x^*c_y=\tfrac i2e^{-i\Delta_yt/\hbar}$ and
\begin{equation}
\langle L_z\rangle=\hbar\cos(\Delta_yt/\hbar).
\end{equation}
The noncentral potential exerts a torque that reverses the circulation repeatedly, with period $h/\Delta_y=4.14$ ps for 1 meV. The time average is zero. In the free ion $\Delta_y=0$ and the circulation persists.

\section{The paramagnetic contribution}

\subsection{Field along $z$}

Set $\beta=\mu_BB$ and measure energy from $E_x$. In the basis $(p_x,p_y)$,
\begin{equation}
H=\begin{pmatrix}0&-i\beta\\ i\beta&\Delta_y\end{pmatrix},
\qquad \lambda^2-\Delta_y\lambda-\beta^2=0 .
\end{equation}
The state $p_z$ is uncoupled and lies above the lower root, which is the ground-state shift:
\begin{equation}
\delta E=\frac{\Delta_y-W}{2},\qquad W=\sqrt{\Delta_y^2+4\beta^2}.
\label{eq:shift}
\end{equation}
The first row of the eigenvalue equation, $-i\beta c_y=\delta E\,c_x$, gives $c_y/c_x=i\,\delta E/\beta$. As $\delta E<0$, the state is $\cos\alpha\,p_x-i\sin\alpha\,p_y$ with $\tan\alpha=-\delta E/\beta$. Inserting $\lambda=-\beta\tan\alpha$ in the quadratic equation yields $1-\tan^2\alpha=(\Delta_y/\beta)\tan\alpha$, hence $\tan2\alpha=2\beta/\Delta_y$. From (\ref{eq:mean}),
\begin{equation}
\langle L_z\rangle=-\hbar\sin2\alpha=-\frac{2\beta}{W}\hbar .
\end{equation}
The field creates the moment by mixing in $p_y$ with an imaginary coefficient. The negative electron charge makes the moment, $-\mu_B\langle L_z\rangle/\hbar=2\beta\mu_B/W$, opposite to $\langle L_z\rangle$. It points along $\mathbf B$, and would do so for either sign of the charge: it equals $-d\,\delta E/dB$, and $\delta E$ depends only on $\beta^2$.

\subsection{From one power to the other}

The local power of the response is $n=d\ln|\delta E|/d\ln B$. Since $B\,dW/dB=4\beta^2/W$,
\begin{equation}
n=\frac{-2\beta^2/W}{(\Delta_y-W)/2}
=\frac{4\beta^2}{W(W-\Delta_y)}
=\frac{W^2-\Delta_y^2}{W(W-\Delta_y)}=1+\frac{\Delta_y}{W}.
\label{eq:n}
\end{equation}
Expanding the square root in (\ref{eq:shift}) gives the two limits:
\begin{align}
\beta\gg\Delta_y:&\quad \delta E\simeq-\beta+\tfrac12\Delta_y,\\
\beta\ll\Delta_y:&\quad \delta E\simeq-\frac{\beta^2}{\Delta_y}+\frac{\beta^4}{\Delta_y^3}.
\end{align}
A strong field forms a nearly circulating state, whose moment is already saturated, so the energy is linear. A weak field must first induce a moment proportional to $B$ and then acts on it, so the energy is quadratic.

At 10 T, $\beta=0.5788$ meV. For $\Delta_y=1$ meV this gives $W=\sqrt{1+4(0.5788)^2}=1.530$ meV, $\delta E=(1-1.530)/2=-0.265$ meV and $n=1+1/1.530=1.654$. Varying the crystal field at this fixed magnetic field gives:

\begin{center}
\begin{tabular}{rrrr}
$\Delta_y$ (meV) & $\delta E$ (meV) & $n$ & $\langle L_z\rangle/\hbar$\\
0 & $-0.5788$ & 1.000 & $-1.000$\\
0.1 & $-0.5310$ & 1.086 & $-0.996$\\
1 & $-0.2649$ & 1.654 & $-0.757$\\
10 & $-0.03339$ & 1.993 & $-0.115$\\
100 & $-0.00335$ & 2.000 & $-0.012$
\end{tabular}
\end{center}

The change is continuous. A convenient marker is $2\beta=\Delta_y$, or
\begin{equation}
B^*=\frac{\Delta_y}{2\mu_B},\qquad n(B^*)=1+\frac1{\sqrt2}=1.707 .
\end{equation}
For $\Delta_y=1$ meV, $B^*=8.64$ T; the power is 1.993 at 1 T and 1.086 at 100 T. For $\Delta_y=100$ meV, $B^*=864$ T, so 10 T lies deep in the quadratic regime of the spinless model.

\subsection{Other field directions}

In a weak field, second-order perturbation theory uses (\ref{eq:Lp}): $L_z$ takes $p_x$ to $p_y$, $L_y$ takes it to $p_z$, and $L_x$ annihilates it. The final states are different, so no cross term appears:
\begin{equation}
\delta E=-\mu_B^2\left(\frac{B_z^2}{\Delta_y}+\frac{B_y^2}{\Delta_z}\right).
\end{equation}
A field along $x$ does not shift $p_x$ through $H_Z$, but it mixes $p_y$ and $p_z$. The lower mixed level has energy $\tfrac12[\Delta_y+\Delta_z-\sqrt{(\Delta_z-\Delta_y)^2+4\beta^2}]$ relative to $p_x$. It reaches zero when
\begin{equation}
4\beta^2=(\Delta_y+\Delta_z)^2-(\Delta_z-\Delta_y)^2=4\Delta_y\Delta_z .
\end{equation}
For splittings of 1 and 3 meV, $\beta=\sqrt3$ meV and $B=29.9$ T, with diamagnetism omitted. Above this field the ground state is no longer $p_x$, and its moment has appeared by a level crossing instead of gradual mixing.

\section{The diamagnetic contribution}

For $\mathbf B$ along $z$, $|\mathbf B\times\mathbf r|^2=B^2(x^2+y^2)$; along $x$ it is $B^2(y^2+z^2)$. The averages (\ref{eq:av}) give, for $p_x$,
\begin{equation}
E_{\rm dia}^{(z)}=\frac{e^2B^2}{8m}\cdot\frac45\langle r^2\rangle
=\frac{e^2B^2\langle r^2\rangle}{10m},\qquad
E_{\rm dia}^{(x)}=\frac{e^2B^2}{8m}\cdot\frac25\langle r^2\rangle
=\frac{e^2B^2\langle r^2\rangle}{20m}.
\end{equation}
For $\mathbf B$ along $z$, $p_y$ has the same diamagnetic energy as $p_x$, and the element between them is zero because its integrand is odd in $x$. The term therefore shifts both levels equally and leaves their mixing unchanged.

\section{The weights of the contributions}

At 10 T along $z$ with $\Delta_y=100$ meV, the first-order term of the nondegenerate state is zero. The paramagnetic shift is $-3.350\times10^{-3}$ meV and the diamagnetic shift is $+1.64\times10^{-5}$ meV, about 0.5\% of the former in magnitude. Their sum is $-3.334\times10^{-3}$ meV. These are one-shell values. The orbital used is the 2p state of a hydrogenic ion with $Z=3$; keeping that ion's other shells in the same $V_c$ changes $\Delta_y$ to 101.4 meV and the two shifts to $-3.31\times10^{-3}$ and $+1.67\times10^{-5}$ meV, by 1 to 2\%. Both vary as $B^2$ here, so the power of $B$ cannot tell them apart; their signs can.

Along $x$ the paramagnetic term is absent in this model, leaving $+8.2\times10^{-6}$ meV. Without spin--orbit coupling, the sign of the orbital response thus depends on direction; the omitted spin term, about $-\mu_BB$ for every direction, is far larger than either orbital term. The paramagnetic term along $x$ vanishes for a pure $p_x$ orbital, as it does for any orbital with axial symmetry about $x$, because $L_x$ annihilates it. Once other shells are kept, the $y^2-z^2$ part of $V_c$ admixes the form $x(y^2-z^2)$, which $L_x$ does not annihilate. The resulting negative term is of second order in the admixture, so it is small when $V_c$ is weak compared with the distance to the other shells, and the shift along $x$ then remains positive; for the hydrogenic ion at $\Delta_y\approx100$ meV the negative term is about $-9\times10^{-10}$ meV.

For the field along $z$, the two quadratic terms would cancel when $\mu_B^2/\Delta_y=e^2\langle r^2\rangle/10m$, that is,
\begin{equation}
\Delta_y=\frac{e^2\hbar^2}{4m^2}\,\frac{10m}{e^2\langle r^2\rangle}
=\frac{5\hbar^2}{2m\langle r^2\rangle}=20.4\ \text{eV}.
\end{equation}
This is an atomic energy scale, at which neglecting other shells is not justified. The value shows how far the 100 meV case is from cancellation; it does not predict a diamagnetic crystal.

Two further conditions limit the result. The ground-state response is observed when $k_BT$ is small compared with the level spacings; otherwise excited levels contribute, including the upper mixed state, whose moment is opposite. Spin--orbit coupling, written $\lambda\mathbf L\cdot\mathbf S/\hbar^2$, also connects $p_x$ to $p_y$ and $p_z$. For weak coupling the mixing amplitudes are of order $\lambda/\Delta_y$ and $\lambda/\Delta_z$. They restore an orbital moment tied to the spin, so quenching is then incomplete. For a field along $z$ and spin projection $-\tfrac12$, the coupling between $p_x$ and $p_y$ becomes $\beta-\lambda/2$, and the field-dependent shift beyond the spin Zeeman energy is $-\beta^2/\Delta_y+\beta\lambda/\Delta_y$ to second order. The quadratic law therefore requires $\lambda\ll\mu_BB$, and $\lambda\ll\Delta_y$ alone is not enough. The orbital used here does not meet this condition at 10 T: as a hydrogenic 2p state with $Z=3$ it has $\lambda=2.4$ meV. With $\Delta_y=100$ meV the shift along $z$ is then $+1.1\times10^{-2}$ meV instead of $-3.35\times10^{-3}$ meV, still far below $\mu_BB$ in magnitude, and along $x$ it is $+1.3\times10^{-4}$ meV, well above the diamagnetic term. For $\Delta_y\lesssim\lambda$ the spinless results do not apply.

\section*{Values computed for the example and the checks}
\begin{verbatim}
GENERAL THEOREM, particle on a sphere, 16 states
smallest level gap, real H: 0.0122 hbar^2/(2I)
largest |<L_k>| below 1e-9 hbar, real H: True
largest |<L_k>|, time reversal broken: 2.366 hbar
P ORBITAL AND CRYSTAL FIELD
zeta = 1.5 1/a0
<r^2> = 3.3333 a0^2
<L^2> in p_x = 2.0000 hbar^2
<Lz^2> in p_x = 1.0000 hbar^2
coefficient a = -1.0000 meV/a0^2
coefficient b = -0.2500 meV/a0^2
E_x, E_y, E_z = -1.3333, -0.3333, 1.6667 meV
reference splittings D_y, D_z = 1.0, 3.0 meV
period of <Lz> oscillation at D_y = 1 meV: 4.136 ps
ZEEMAN RESPONSE, B along z
mu_B = 0.057884 meV/T
mu_B B at 10 T = 0.57884 meV
Fixed B = 10 T: D_y (meV), shift (meV), power, <Lz> (hbar)
     0.0  -0.578838  1.0000  -1.00000
     0.1  -0.530994  1.0861  -0.99629
     1.0  -0.264888  1.6537  -0.75676
    10.0  -0.033394  1.9934  -0.11500
   100.0  -0.003350  1.9999  -0.01158
quadratic formula at D_y = 100 meV: -0.003351 meV
crossover field B* at D_y = 1 meV: 8.638 T
crossover field B* at D_y = 100 meV: 863.8 T
Fixed D_y = 1 meV: B (T), shift (meV), power, <Lz> (hbar)
    1.000  -0.003339  1.9934  -0.11500
    8.638  -0.207107  1.7071  -0.70711
  100.000  -5.309937  1.0861  -0.99629
OTHER DIRECTIONS AND DIAMAGNETISM
level crossing for B along x, reference field: 29.92 T
diamagnetic energy of p_x, 10 T along z: 1.642e-05 meV
diamagnetic energy of p_x, 10 T along x: 8.209e-06 meV
total shift, 10 T along z, D_y = 100 meV: -0.003334 meV
D_y at which the two quadratic terms cancel: 20.41 eV
\end{verbatim}
